# Bounding the Phase Fraction of a Composite Dielectric from Its Permittivity

## Question

I have a problem about a mixed dielectric film. One constituent has relative permittivity 9, the other 25, and the film as a whole measures 15. I must show, without assuming any microstructure, that the high-permittivity phase fills between 37.5 and 62.5 percent of the volume.

I can get both numbers. If I treat the phases as capacitors in parallel, I find 37.5 percent, and if I treat them as capacitors in series, I find 62.5 percent. But those are two particular microstructures. A real film might contain grains, tilted plates or branching channels, with field lines bending everywhere. Why can't some complicated arrangement give 15 with, say, 30 percent of the good phase? And how far would I trust the answer for a real film about 10 nm thick?

## Answer

Your two models are the extremes, and this can be proved without solving for the field. The proof needs three facts that hold however the field lines bend, and one inequality.

### What is measured, and what is assumed

Let the film have thickness $d$ and area $A$. The electrode at $z=0$ is at potential $V>0$ and the one at $z=d$ is at zero. The first carries charge $Q$. The measured permittivity $K$ is defined through the capacitance $C=Q/V$:

$$K=\frac{Cd}{\varepsilon_0A}=\frac{Qd}{\varepsilon_0AV}.$$

Inside the film the local relative permittivity $\kappa(\mathbf r)$ is either $\kappa_1=9$ or $\kappa_2=25$, and $f$ is the volume fraction where it is 25. I assume that:

- each phase is linear, isotropic and lossless, and keeps its own permittivity in the mixture;
- there are no voids, no third material, and no free charge in the film or at the phase boundaries;
- the electrodes are so wide that flux leaving through the sides can be neglected.

Nothing is assumed about the shape, size or orientation of the regions.

### Three facts about the true field

**Voltage.** Since $\mathbf E=-\nabla\phi$, every vertical line gives $\int_0^dE_z\,dz=\phi(0)-\phi(d)=V$. Integrating over the area,

$$\int E_z\,dv=VA.\tag{1}$$

**Flux.** Without free charge, $\nabla\cdot\mathbf D=0$. No flux leaves through the sides, so every horizontal plane carries the same flux $Q$. Integrating over the thickness,

$$\int D_z\,dv=Qd.\tag{2}$$

**Energy.** Because $\nabla\cdot\mathbf D=0$, we have $\mathbf D\cdot\mathbf E=-\mathbf D\cdot\nabla\phi=-\nabla\cdot(\phi\mathbf D)$. The divergence theorem turns the volume integral into $-\oint\phi\,\mathbf D\cdot\mathbf n\,dS$. The phase boundaries add nothing, since $\phi$ and the normal component of $\mathbf D$ are continuous there. The sides have $\mathbf D\cdot\mathbf n=0$ and the electrode at $z=d$ has $\phi=0$. At $z=0$ the outward normal is $-\hat{\mathbf z}$, so the flux integral is $-Q$ and the two minus signs cancel:

$$\int\mathbf D\cdot\mathbf E\,dv=\varepsilon_0\int\kappa E^2\,dv=QV.\tag{3}$$

This is twice the stored energy. Since $E_z^2\le E^2$, it follows that

$$\varepsilon_0\int\kappa E_z^2\,dv\le QV.\tag{4}$$

The bending of field lines enters here. Lateral field components use up energy without contributing to (1) or (2).

### The inequality

For real functions $a$ and $b$, the Cauchy–Schwarz inequality reads

$$\left(\int ab\,dv\right)^2\le\int a^2\,dv\int b^2\,dv.$$

To see it, expand $\int(a-\lambda b)^2dv\ge0$ with $\lambda=\int ab\,dv/\int b^2dv$. Equality requires $a$ to be proportional to $b$.

**Upper bound on $K$.** Take $a=\sqrt\kappa\,E_z$ and $b=\sqrt\kappa$, so that $\varepsilon_0ab=D_z$. With (2), then (4),

$$(Qd)^2\le\varepsilon_0^2\int\kappa E_z^2\,dv\int\kappa\,dv\le\varepsilon_0\,QV\,Ad\,\langle\kappa\rangle,$$

where $\langle\ \rangle$ is the volume average. Dividing by $\varepsilon_0QVAd$, which is positive by (3), leaves $Qd/(\varepsilon_0AV)$ on the left, which is $K$:

$$K\le\langle\kappa\rangle=(1-f)\kappa_1+f\kappa_2.\tag{5}$$

**Lower bound on $K$.** Take $a=\sqrt\kappa\,E_z$ and $b=1/\sqrt\kappa$, so that $ab=E_z$. With (1), then (4),

$$(VA)^2\le\int\kappa E_z^2\,dv\int\frac{dv}{\kappa}\le\frac{QV}{\varepsilon_0}\,Ad\left\langle\frac1\kappa\right\rangle.$$

Dividing by $V^2A^2$ gives $1\le K\langle1/\kappa\rangle$, or

$$\frac1K\le\left\langle\frac1\kappa\right\rangle=\frac{1-f}{\kappa_1}+\frac f{\kappa_2}.\tag{6}$$

These are your parallel and series formulas, now as inequalities valid for every arrangement.

### Solving for the fraction

From (5), $K-\kappa_1\le f(\kappa_2-\kappa_1)$, so

$$f\ge\frac{K-\kappa_1}{\kappa_2-\kappa_1}=\frac{15-9}{25-9}=\frac6{16}=0.375.$$

From (6), $f(1/\kappa_1-1/\kappa_2)\le1/\kappa_1-1/K$. The bracket is positive, so dividing by it keeps the direction of the inequality:

$$f\le\frac{(K-\kappa_1)/(\kappa_1K)}{(\kappa_2-\kappa_1)/(\kappa_1\kappa_2)}=\frac{\kappa_2(K-\kappa_1)}{K(\kappa_2-\kappa_1)}=\frac{25\times6}{15\times16}=0.625.$$

Therefore

$$\boxed{0.375\le f\le0.625.}$$

Your 30 percent film is excluded: by (5) its permittivity cannot exceed $9+0.30\times16=13.8$. The *upper* bound on permittivity sets the *lower* end of the fraction, because it describes the most effective use of the high-permittivity material.

As a numerical test, the field equation was solved for 200 microstructures on a grid of $8\times8\times8$ cells, with shapes from irregular blobs to elongated regions. Every computed permittivity obeyed both bounds, and every true fraction lay in the window inferred from that permittivity. On a scale where 0 is the lower bound on $K$ and 1 the upper, the results ran from 0.116 to 0.947. These two positions depend on the coarse grid: dividing each cell four times finer in every direction moves them to about 0.14 and 0.96, still inside the bounds.

### Can the window be narrowed?

Not from these three permittivities alone. Both ends are reached:

- In columns running from electrode to electrode, the uniform field $E_z=V/d$ satisfies all boundary conditions. Then $K=\langle\kappa\rangle$, and $K=15$ at $f=0.375$.
- In layers parallel to the electrodes, $D_z$ is uniform. Then $1/K=\langle1/\kappa\rangle$, and $K=15$ at $f=0.625$.

Every fraction in between is possible too. Fix such an $f$ and build a film of width $L$ in two parts. The part $0<x<sL$ is columnar, with high phase for $x<fsL$ and low phase for the rest. The part $x>sL$ is layered, with high-phase thickness $fd$. The total high-phase fraction is $fs+f(1-s)=f$ for every $s$. At $s=0$ the film is all layers and $K<15$, because $f<0.625$. At $s=1$ it is all columns and $K>15$, because $f>0.375$. If $K$ varies continuously with $s$, it must pass through 15.

To show continuity, compare two such films at the same voltage, marking the second with a prime. The argument for (3) used only that $\mathbf D$ is free of divergence and side flux, and that $\mathbf E$ comes from a potential with the given electrode values. The two fields may therefore come from different films: $\int\mathbf D'\cdot\mathbf E\,dv=Q'V$ and $\int\mathbf D\cdot\mathbf E'\,dv=QV$. Subtracting,

$$(Q'-Q)V=\varepsilon_0\int(\kappa'-\kappa)\,\mathbf E\cdot\mathbf E'\,dv.$$

A small change of $s$ alters $\kappa$ only in two thin strips. By Cauchy–Schwarz, the integral is at most $16\,(\int E^2dv)^{1/2}(\int E'^2dv)^{1/2}$, with both integrals taken over the strips. The first tends to zero as the strips shrink, since the total energy is finite. The second stays bounded: (3) and $K'\le25$ give $\int E'^2dv\le(25/9)AV^2/d$ for the whole film. Hence $Q'\to Q$.

For $f=0.5$, a grid solution of a film eight times as wide as it is thick gives 13.235 for all layers and 17.000 for all columns. With a columnar share of 43.8 percent it gives 14.923, and with 46.9 percent it gives 15.041. This grid is only eight cells thick; refining it raises these two values by about 0.003, to 14.926 and 15.044.

Simple area weighting of 13.235 and 17.000 would reach 15 at a share of $(15-13.235)/(17-13.235)=0.469$. The solved value there is slightly higher because flux can cross the wall between the two parts. Let $\mathbf D_0$ and $Q_0$ belong to the film with an impenetrable partition at that wall, and $\mathbf E$ and $Q$ to the film without it. Then $\int\mathbf D_0\cdot\mathbf E\,dv=Q_0V$, and Cauchy–Schwarz gives $(Q_0V)^2\le(Q_0V)(QV)$, so $Q\ge Q_0$.

### Why the window is centred on one half

Subtracting the two ends gives the width of the window:

$$w=\frac{K-\kappa_1}{\kappa_2-\kappa_1}\left(\frac{\kappa_2}K-1\right)=\frac{\kappa_1+\kappa_2-K-\kappa_1\kappa_2/K}{\kappa_2-\kappa_1}.$$

It vanishes at $K=\kappa_1$ and at $K=\kappa_2$, where the film must be a single phase. Its derivative with respect to $K$ is proportional to $-1+\kappa_1\kappa_2/K^2$, so it is largest at $K=\sqrt{\kappa_1\kappa_2}$. For 9 and 25 that is 15. This measured value is thus the least informative one for this pair, with $w=0.25$.

At $K^2=\kappa_1\kappa_2$ the upper end can be rewritten using $\kappa_2/K=K/\kappa_1$. It becomes $K(K-\kappa_1)/[\kappa_1(\kappa_2-\kappa_1)]=(\kappa_2-K)/(\kappa_2-\kappa_1)$, which is one minus the lower end. Hence the symmetry about one half.

In the limit $\kappa_2\to\infty$ with $K$ and $\kappa_1$ fixed, the lower end tends to zero and the upper end to $1-\kappa_1/K$, here 0.4. Very thin columns of an extremely polarizable phase would suffice, while in layers that phase merely removes thickness from the rest.

### A 10 nm film

Take $d=10$ nm between metal electrodes. The capacitance density is

$$\frac CA=\frac{\varepsilon_0K}d=\frac{8.854\times10^{-12}\times15}{10^{-8}}\ \mathrm{F/m^2}=1.328\ \mathrm{\mu F/cm^2}.$$

The equivalent oxide thickness, meaning the thickness of silicon dioxide (permittivity 3.9) with the same capacitance density, is $3.9\times10/15=2.60$ nm. The layered extreme has 6.25 nm of high phase and 3.75 nm of low phase. As a check, $6.25/25+3.75/9=0.667=10/15$.

**Comparison with real films.** The values 9 and 25 are roughly those of aluminium oxide and hafnium oxide, though hafnium oxide's permittivity depends on its crystal phase and can be lower than 25. If 20 is the right value, the same measurement gives $6/11$ to $(20\times6)/(15\times11)$, or 54.5 to 72.7 percent. A gate stack on silicon can break the assumption of no third material, since a thin silicon-dioxide-like layer can lie under the film. With 0.5 nm of it inside the measured 10 nm, the window for the remaining 9.5 nm becomes 54.0 to 76.5 percent, provided both electrodes are still ideal conductors. Silicon is not: its surface charge sits a finite depth below the interface and adds a further series layer that must be removed from the measured capacitance first. If it is left in and acts like 1.1 nm of silicon (permittivity 11.7), an illustrative value, the same measurement gives roughly 77 to 90 percent. If the two oxides mix on the atomic scale, there are no separate phases and the model does not apply.

The interlayer result also holds for any microstructure. Define $K_*$ by

$$\frac{10}{15}=\frac{0.5}{3.9}+\frac{9.5}{K_*},\qquad K_*=\frac{9.5}{0.6667-0.1282}=17.64.$$

- *Upper end.* Inequality (6) for the whole stack reads $10/15\le0.5/3.9+9.5\langle1/\kappa\rangle$, with the average over the film alone. So $\langle1/\kappa\rangle\ge1/K_*$, and $f\le25\times8.64/(17.64\times16)=0.765$.
- *Lower end.* Imagine a thin uncharged metal sheet between interlayer and film, giving field $\mathbf E_0$ and electrode charge $Q_0$. The sheet is an equipotential with no net charge, so the field energy is still $Q_0V/2$. With the true $\mathbf D$, $\int\mathbf D\cdot\mathbf E_0\,dv=QV$, and Cauchy–Schwarz gives $(QV)^2\le(QV)(Q_0V)$, so $Q\le Q_0$. With the sheet, the two parts are ordinary capacitors in series. The film's own permittivity is therefore at least $K_*$, and (5) gives $f\ge8.64/16=0.540$. This end is approached only as the columns become much finer than the interlayer is thick. Columns much wider than the film act as separate series stacks of permittivity 19.68 and 8.45, and need $f=0.583$ to give 15.

**Electrodes and the low phase.** The proof treats the electrodes as ideal conductors. In a real metal the field penetrates slightly, which acts like a further thin layer in series. If this is equivalent to 0.05 nm of vacuum at each electrode, an illustrative value, the argument used for the interlayer applies with $K_*=10/(10/15-0.10)=17.65$, and the window becomes 54.0 to 76.6 percent. The film's own permittivity equals this $K_*$ for layers and is at least $K_*$ for any other arrangement. In so thin a film this can matter as much as an interlayer. The low phase matters too: with 8 in place of 9, and ideal electrodes, the window is 41.2 to 68.6 percent.

The following effects, sized with rough assumed inputs, are smaller:

- **Thickness.** If the film is really 2 percent thicker than believed, $K=15.3$ and the window is 39.4 to 64.3 percent.
- **Temperature.** Suppose the film is measured 60 K above the temperature of the constituent data, and permittivities rise by $2\times10^{-4}$ per kelvin. Correcting $K$ by 1.2 percent gives 36.4 to 61.4 percent. If all three values refer to the same temperature and scale by a common factor, the window does not change.
- **Edges.** For an electrode radius of 50 μm, $d$ divided by the radius is $2\times10^{-4}$. Apart from a logarithmic factor of order one to ten, this is the scale of the edge effect. It is not a computed correction.
- **Breakdown.** At 1 V the average field is 1.00 MV/cm. In the layered extreme, the low phase carries $15/9$ of that, 1.67 MV/cm, against an assumed breakdown field of 5 MV/cm. Other microstructures can have different local peaks.

**Leakage** matters because the proof assumes lossless phases. For tunnelling, take a 2 eV barrier lowered linearly by 1 eV across the film, and an effective mass $m^*$ of 0.2 electron masses. With $B(z)$ the barrier height above the Fermi level, the WKB transmission there is

$$T=\exp\left[-\frac2\hbar\int_0^d\sqrt{2m^*B(z)}\,dz\right]=5.5\times10^{-25}.$$

In a free-electron metal at zero temperature, with Fermi energy $W=5$ eV, Fermi wave number $k_F$ and electron mass $m$, the flux of electrons striking the film is

$$\Phi=\frac2{(2\pi)^3}\int_0^{k_F}k^2dk\int_0^{\pi/2}2\pi\sin\theta\,\frac{\hbar k\cos\theta}m\,d\theta=\frac{\hbar k_F^4}{16\pi^2m}=\frac{mW^2}{4\pi^2\hbar^3}.$$

The last step uses $W=\hbar^2k_F^2/2m$. Giving every electron the Fermi-level transmission overestimates the current, since deeper electrons face a higher barrier. Within the WKB approximation, this ceiling is $q\Phi T=1.1\times10^{-13}$ A/cm², with $q$ the elementary charge.

The ceiling is exponentially sensitive to the assumed inputs: with a 1.5 eV barrier and an effective mass of 0.1 it rises to $2\times10^{-3}$ A/cm², and the current must then be summed over electron energies rather than bounded. For the 2 eV barrier and mass 0.2 assumed above, defects are likely to matter more. An assumed leakage of $10^{-6}$ A/cm² at 1 V compares with a displacement current amplitude of $2\pi\times10^5\times1.328\times10^{-6}\times1=0.83$ A/cm² at 100 kHz and 1 V, a ratio of $1.2\times10^{-6}$.

A small total leakage does not prove that both phases are lossless. A conducting phase can be blocked by an insulating one, and charge then collects at their boundaries. Permittivity that varies with frequency would be a warning of this.

For your film, then, 37.5 to 62.5 percent follows rigorously from the stated permittivities and the assumptions listed at the start. In practice, check for an interlayer, allow for the electrodes, and establish the permittivities of both phases before trusting the window. The numerical output below lists most of the values used here.

## Table of computed values

```
low, high, measured permittivity: 9, 25, 15
allowed high-permittivity fraction: 37.5 to 62.5 percent
geometric mean of the constituents: 15.000
microstructures solved, all inside both bounds: 200
lowest position between bounds (0 = lower): 0.116
highest position between bounds (1 = upper): 0.947
solved permittivity, columns at smallest fraction: 15.0000
solved permittivity, layers at largest fraction: 15.0000
half-and-half film, all layers: 13.235
half-and-half film, all columns: 17.000
columnar share just below 15: 43.8 percent, permittivity 14.923
columnar share just above 15: 46.9 percent, permittivity 15.041
film thickness: 10.0 nm
capacitance density: 1.328 uF/cm2
equivalent oxide thickness: 2.60 nm
layered extreme, high phase: 6.25 nm
layered extreme, low phase: 3.75 nm
assumed interlayer: 0.5 nm of permittivity 3.9
film permittivity after removing interlayer: 17.64
window after removing interlayer: 54.0 to 76.5 percent
window if high phase has permittivity 20: 54.5 to 72.7 percent
thickness error: 2 percent
window if true thickness is larger by this: 39.4 to 64.3 percent
temperature coefficient: 2.0e-04 per K, rise 60 K
window after temperature correction: 36.4 to 61.4 percent
electrode radius: 50 um
edge effect scale, thickness/radius: 2.0e-04
test voltage: 1.0 V, frequency 100 kHz
average field: 1.00 MV/cm
field in low phase of layered extreme: 1.67 MV/cm
assumed breakdown field: 5 MV/cm
assumed barrier 2.0 eV, mass 0.2 m_e, Fermi energy 5.0 eV
WKB transmission at Fermi level: 5.5e-25
tunnelling current ceiling: 1.1e-13 A/cm2
assumed defect leakage: 1.0e-06 A/cm2
displacement current amplitude at 1 V: 0.83 A/cm2
defect leakage / displacement current: 1.2e-06
```
